# Heavy-Hole Overlap Factors for Scalar Acoustic Scattering, part 1

(Sections cited here and not found follow in the second part.)

## I. The overlap factors

A heavy hole of wave vector $\mathbf k$ is scattered to $\mathbf k'$ by a perturbation that does not act on its angular momentum. Let $\theta$ be the angle between the two wave vectors. In the spherical Luttinger model, the squared spinor overlap, summed over the two degenerate final states, is

$$
G_{HH}(\theta)=\frac{1+3\cos^2\theta}{4},\qquad
G_{HL}(\theta)=\frac34\sin^2\theta .
\tag{1}
$$

The first factor belongs to a final state in the heavy band and the second to one in the light band. They add to one at every angle. They depend on the directions of the wave vectors, and not on their lengths or on the band masses.

### Model and meaning of the factors

Hole energy is counted positive into the valence band. With the dimensionless angular momentum $\mathbf J$ for $J=3/2$, the Hamiltonian is

$$
H(\mathbf k)=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\frac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],
\tag{2}
$$

where $m_0$ is the free-electron mass, $\gamma>0$ and $\gamma_1>2\gamma$. Equation (2) describes four states near the valence-band edge. It neglects warping of the bands and mixing with the split-off band.

Write $\mathbf k=k\mathbf n$ with a unit vector $\mathbf n$. Since $H$ contains $\mathbf J$ only through $\mathbf n\cdot\mathbf J$, its eigenstates can be chosen to have definite helicity $\lambda$:

$$
(\mathbf n\cdot\mathbf J)\chi_\lambda(\mathbf n)=\lambda\chi_\lambda(\mathbf n),\qquad
\lambda=\pm\frac32,\ \pm\frac12 .
\tag{3}
$$

Their energies follow by replacing $(\mathbf k\cdot\mathbf J)^2$ with $k^2\lambda^2$:

$$
E_\lambda=\frac{\hbar^2k^2}{2m_0}\left(\gamma_1+\frac52\gamma-2\gamma\lambda^2\right).
\tag{4}
$$

For $\lambda=\pm3/2$ the last term is $-9\gamma/2$, and for $\lambda=\pm1/2$ it is $-\gamma/2$. Therefore

$$
\frac{m_0}{m_h}=\gamma_1-2\gamma,\qquad
\frac{m_0}{m_l}=\gamma_1+2\gamma .
\tag{5}
$$

The states of helicity $\pm3/2$ have the larger mass $m_h$. They form the heavy doublet, and those of helicity $\pm1/2$ form the light doublet.

In a crystal of volume $V$, the wave function is $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}\sum_m\chi_m u_m(\mathbf r)$, with $u_m$ the four band-edge functions. Let the perturbation be $U(\mathbf r)$ times the unit matrix in the space of $m$, with $U$ varying slowly over a unit cell. Orthogonality of the $u_m$ within each cell then gives

$$
\langle\mathbf k'\lambda'|U|\mathbf k\lambda\rangle
=U_{\mathbf k'-\mathbf k}\,\chi_{\lambda'}^\dagger(\mathbf n')\chi_\lambda(\mathbf n),
\quad
U_{\mathbf q}=\frac1V\int U(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\tag{6}
$$

The spatial and spinor parts factorize. For a final band $F$, define

$$
G_{HF}=\sum_{\lambda'\in F}\left|\chi_{\lambda'}^\dagger(\mathbf n')\chi_\lambda(\mathbf n)\right|^2 .
\tag{7}
$$

The sum over the final doublet is already inside $G_{HF}$. The density of final states that multiplies it must therefore count one state per $\mathbf k'$. Using a density that includes both helicities would count the doublet twice.

### Spinors from three spins one-half

A spin $3/2$ can be represented by the symmetric states of three spins $1/2$, with $\mathbf J$ equal to the sum of the three spin operators. The normalized basis states are

$$
\begin{aligned}
|3/2\rangle&=|\uparrow\uparrow\uparrow\rangle,\\
|1/2\rangle&=\frac{|\uparrow\uparrow\downarrow\rangle+|\uparrow\downarrow\uparrow\rangle+|\downarrow\uparrow\uparrow\rangle}{\sqrt3},
\end{aligned}
\tag{8}
$$

and the other two follow by exchanging up and down.

Let $\mathbf n$ have polar angle $\theta$ and azimuth $\varphi$, and abbreviate $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$. The two spin-$1/2$ states along and against $\mathbf n$ are

$$
u=\begin{pmatrix}c\\ e^{i\varphi}s\end{pmatrix},\qquad
d=\begin{pmatrix}-e^{-i\varphi}s\\ c\end{pmatrix}.
\tag{9}
$$

To verify the first, apply

$$
\mathbf n\cdot\boldsymbol\sigma=
\begin{pmatrix}\cos\theta&e^{-i\varphi}\sin\theta\\ e^{i\varphi}\sin\theta&-\cos\theta\end{pmatrix}.
\tag{10}
$$

The upper component becomes $c\cos\theta+s\sin\theta=\cos(\theta-\theta/2)=c$. The lower becomes $e^{i\varphi}(c\sin\theta-s\cos\theta)=e^{i\varphi}s$. Thus $u$ has eigenvalue $+1$. For $d$, the upper component becomes $e^{-i\varphi}(c\sin\theta-s\cos\theta)=e^{-i\varphi}s$ and the lower becomes $-s\sin\theta-c\cos\theta=-c$. Both are the negatives of the original components, so $d$ has eigenvalue $-1$. Each state has norm $c^2+s^2=1$, and $u^\dagger d=-e^{-i\varphi}cs+e^{-i\varphi}sc=0$.

Three spins along $\mathbf n$ have total helicity $3/2$, while two along it and one against it have helicity $1/2$. Hence

$$
\begin{aligned}
\chi_{3/2}&=uuu, &
\chi_{1/2}&=\frac{uud+udu+duu}{\sqrt3},\\
\chi_{-3/2}&=ddd, &
\chi_{-1/2}&=\frac{ddu+dud+udd}{\sqrt3}.
\end{aligned}
\tag{11}
$$

Projection on the basis (8) gives the usual four components. For example, three equal terms contribute to the $m=1/2$ component of $uuu$, with a normalization $1/\sqrt3$, so that

$$
\chi_{3/2}=\left(c^3,\ \sqrt3e^{i\varphi}c^2s,\ \sqrt3e^{2i\varphi}cs^2,\ e^{3i\varphi}s^3\right)^T .
\tag{12}
$$

Its norm is $(c^2+s^2)^3=1$.

### The four transition probabilities

Since the model is spherical, the initial wave vector can be taken along $z$ without loss of generality. Its polar angle is then zero, and the angle $\theta$ in (9) is the scattering angle. Start from helicity $+3/2$, the state $|\uparrow\uparrow\uparrow\rangle$. The elementary overlaps are

$$
u^\dagger\!\uparrow\;=c,\qquad
d^\dagger\!\uparrow\;=-e^{i\varphi}s .
\tag{13}
$$

For $\chi_{3/2}$ the overlap is the product of three factors $c$. For $\chi_{1/2}$ there are three equal terms, each with two factors $c$ and one factor $-e^{i\varphi}s$. Their sum divided by $\sqrt3$ is $-\sqrt3e^{i\varphi}c^2s$. The other two overlaps follow in the same way, and the probabilities are

$$
\begin{array}{c|cccc}
\lambda'&+3/2&+1/2&-1/2&-3/2\\ \hline
|\chi_{\lambda'}^\dagger\chi_{3/2}|^2&c^6&3c^4s^2&3c^2s^4&s^6
\end{array}
\tag{14}
$$

The heavy-band sum follows from $x^3+y^3=(x+y)^3-3xy(x+y)$ with $x=c^2$, $y=s^2$ and $x+y=1$. With $4c^2s^2=\sin^2\theta$,

$$
G_{HH}=c^6+s^6=1-3c^2s^2
=1-\frac34\sin^2\theta=\frac{1+3\cos^2\theta}{4}.
\tag{15}
$$

The light-band sum is

$$
G_{HL}=3c^4s^2+3c^2s^4=3c^2s^2(c^2+s^2)=\frac34\sin^2\theta .
\tag{16}
$$

This establishes (1) for an initial helicity $+3/2$. For $-3/2$, the elementary overlaps with $\downarrow$ have magnitudes $s$ and $c$ instead of $c$ and $s$. Exchanging them leaves both sums unchanged.

### Any state of the initial doublet

A degenerate heavy hole may also be in a superposition of the two helicities, and cross terms must then be considered. The operator

$$
P_H(\mathbf n)=\frac12\left[(\mathbf n\cdot\mathbf J)^2-\frac14\right]
\tag{17}
$$

equals one for $\lambda=\pm3/2$ and zero for $\lambda=\pm1/2$. It is the projector on the heavy doublet, and the light projector is $P_L=1-P_H$. The sum (7) is the expectation value of the final projector in the initial state.

Each component of $\mathbf J$ changes $m$ by at most one, so an operator quadratic in $\mathbf J$ changes it by at most two. It cannot connect $m=3/2$ with $m=-3/2$. The cross terms vanish and the two diagonal elements are equal, so (1) holds for every normalized superposition.

The projector also gives a second derivation. In a state of definite $m$, $\langle J_z^2\rangle=m^2$, and symmetry about $z$ gives $\langle J_x^2\rangle=\langle J_y^2\rangle=\frac12(15/4-m^2)$. The symmetrized products of different Cartesian components change $m$ and have no expectation value. Thus

$$
\langle m|(\mathbf n'\cdot\mathbf J)^2|m\rangle
=m^2\cos^2\theta+\frac12\left(\frac{15}{4}-m^2\right)\sin^2\theta .
\tag{18}
$$

For $m=3/2$ this is $\frac94\cos^2\theta+\frac34\sin^2\theta=\frac34+\frac32\cos^2\theta$. Insertion in (17) gives $\frac12(\frac12+\frac32\cos^2\theta)$, in agreement with (15).

Averaging over the initial doublet gives the symmetric form

$$
G_{BF}=\frac12\operatorname{Tr}\left[P_B(\mathbf n)P_F(\mathbf n')\right].
\tag{19}
$$

Each projector has trace two and the unit matrix has trace four. For an initial light hole, therefore,

$$
\begin{aligned}
G_{LL}&=\frac12\operatorname{Tr}[(1-P_H)(1-P_H')]
=\frac12(4-2-2+2G_{HH})=G_{HH},\\
G_{LH}&=\frac12\operatorname{Tr}[(1-P_H)P_H']
=1-G_{HH}=G_{HL}.
\end{aligned}
\tag{20}
$$

These light-hole factors also hold for each state of the light doublet. Equation (18) depends on $m^2$ alone, which makes the diagonal elements equal. The operators that could connect $m=-1/2$ to $1/2$ are $J_zJ_\pm+J_\pm J_z$. Their matrix element contains $\frac12-\frac12=0$.

### Angular dependence

At $\theta=0$ the initial and final doublets coincide, and scattering is purely intraband. The same is true at $\theta=180^\circ$, because $(-\mathbf n\cdot\mathbf J)^2=(\mathbf n\cdot\mathbf J)^2$. In backward scattering the spinor itself is unchanged. Its helicity changes from $+3/2$ to $-3/2$ because the direction of motion has reversed.

At $90^\circ$, $c^2=s^2=1/2$. Each final heavy helicity receives $1/8$ and each light helicity receives $3/8$, so the band factors are $1/4$ and $3/4$. They are equal when $\cos^2\theta=1/3$, at $\theta=54.74^\circ$ and at its supplement.

With the Legendre polynomial $P_2(x)=(3x^2-1)/2$, the factors become

$$
G_{HH}=\frac12[1+P_2(\cos\theta)],\qquad
G_{HL}=\frac12[1-P_2(\cos\theta)].
\tag{21}
$$

The solid-angle average of $P_2$ is zero, and both expressions are even in $\cos\theta$. Thus, with brackets for that average,

$$
\langle G_{HH}\rangle=\langle G_{HL}\rangle=\frac12,\qquad
\langle G_{HH}\cos\theta\rangle=\langle G_{HL}\cos\theta\rangle=0 .
\tag{22}
$$

The equal averages do not imply equal scattering rates, since the two bands have different densities of states.

### When the overlap law changes

Mixing with the split-off band affects the two factors differently. In a spherical model the total angular momentum along $\mathbf k$ is conserved. The split-off states have $J=1/2$ and therefore no component of helicity $\pm3/2$. The heavy spinors remain pure and $G_{HH}$ is unchanged. The light spinors do mix, so $G_{HL}$ changes, and $1-G_{HH}$ becomes the combined weight of the light and split-off states at the same $\mathbf k'$. Elastic scattering of a hole near the band edge cannot reach the split-off states.

Warping changes both factors at a general pair of directions, though not between two axes of the types [100] and [111]. Cubic symmetry preserves their average. Let $w(\mathbf n')$ be a normalized weight with cubic symmetry, such as the directional density of final states. The operator $\int wP_H\,d\Omega'$ commutes with all cubic rotations. These act irreducibly on the four band-edge states, so the operator is a multiple of the unit matrix. Its trace is two, and hence

$$
\int w(\mathbf n')P_H(\mathbf n')\,d\Omega'=\frac12\,\mathbf 1 .
\tag{23}
$$

The average factor remains $1/2$ even when the heavy band is warped.

A more serious change comes from shear strain, which acts on $\mathbf J$. With strain tensor $\varepsilon_{ij}$ and one isotropic shear constant $b$, the coupling is

$$
D=a\sum_i\varepsilon_{ii}
+b\sum_{ij}\varepsilon_{ij}\left[\frac{J_iJ_j+J_jJ_i}{2}-\frac54\delta_{ij}\right].
\tag{24}
$$

For a longitudinal phonon along the unit vector $\hat{\mathbf q}$, $\varepsilon_{ij}$ is proportional to $\hat q_i\hat q_j$. The coupling per unit strain is $a+b[(\hat{\mathbf q}\cdot\mathbf J)^2-5/4]$. In elastic intraband scattering, $\hat{\mathbf q}$ is perpendicular to $\mathbf k$ as $\theta\to0$ and parallel to it at $180^\circ$. By (18), the bracket has heavy-state elements $3/4-5/4=-1/2$ and $9/4-5/4=1$. The squared couplings are thus

$$
F_{HH}(0)=\left(a-\frac b2\right)^2,\qquad
F_{HH}(180^\circ)=(a+b)^2 .
\tag{25}
$$

Transverse phonons do not contribute at these two angles. Their operator is a symmetrized product of two perpendicular components of $\mathbf J$. For $\hat{\mathbf q}$ parallel or perpendicular to $\mathbf k$, it has no diagonal element in the heavy doublet and cannot connect $m=\pm3/2$. Equation (25) shows that shear removes the forward-backward symmetry of (1), except at the special ratio $b=-4a$, where the two values coincide. The factors (1) therefore require a scalar coupling; that the phonon is acoustic is not sufficient.

## II. Acoustic rates and hole mobility

The second half uses these symbols and results. Heavy and light holes have masses $m_h$ and $m_l$, and $\theta$ is the angle between initial and final wave vectors. For a scalar coupling, the overlap factors summed over the final doublet are

$$
G_{HH}=G_{LL}=\frac{1+3\cos^2\theta}{4},\qquad
G_{HL}=G_{LH}=\frac34\sin^2\theta .
\tag{26}
$$

Both have solid-angle average $1/2$, and both give zero when averaged with $\cos\theta$. They multiply a density of states that counts one state per wave vector.

For a scalar coupling in the spherical model, the overlap factors (26) hold for every state of the initial doublet, while shear coupling changes the angular law. It remains to find the acoustic scattering rates and the hole mobility, and to compare the model with germanium at 77 K.
